# Inverse-cube temperature law of classical cascade capture by an attractive centre: verification in Python

```python
# Result under test: classical cascade capture by an attractive Coulomb centre,
#   sigma = (4 pi/3) r_T^3 / l0,  r_T = C/(k T),  C = e^2/(4 pi eps0 eps_r),
# with l0 the energy-loss length (spontaneous loss power = energy*speed/l0).
# sigma = capture rate per centre / (carrier density * mean speed).
# Symbols: m mass, s sound speed, rho mass density, Ed deformation constant,
# a = m s^2/(k T), x = binding energy/(k T). SI units inside, practical in print.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

hbar, kB, e = sc.hbar, sc.k, sc.e
pi = np.pi
# rough typical values for electrons in germanium
ml, mt = 1.59, 0.082
md = (ml * mt**2)**(1 / 3)
m = md * sc.m_e
eps_r, rho, s, Ed = 16.0, 5323.0, 5.0e3, 10.0 * e
w_opt, D_opt = 0.037 * e, 5.0e10 * e
T0, N_centre, n_carrier = 10.0, 1e18, 1e16
C = e**2 / (4 * pi * sc.epsilon_0 * eps_r)
l0 = pi * hbar**4 * rho / (2 * m**3 * Ed**2)


def thomson(T):
    return 4 * pi / 3 * (C / (kB * T))**3 / l0


def dos(energy):
    """States per volume and energy for one spin and one valley."""
    return m**1.5 * np.sqrt(energy) / (np.sqrt(2) * pi**2 * hbar**3)


cos_nodes, cos_weights = np.polynomial.legendre.leggauss(24)


def golden_rule(energy, T):
    """Spontaneous loss power and total scattering rate by angular sums."""
    k = np.sqrt(2 * m * energy) / hbar
    q = k * np.sqrt(2 - 2 * cos_nodes)
    omega = s * q
    coupling = 2 * pi / hbar * Ed**2 * hbar * q**2 / (2 * rho * omega)
    power = dos(energy) * np.sum(cos_weights * coupling * hbar * omega) / 2
    occupation = kB * T / (hbar * omega)
    rate = dos(energy) * np.sum(cos_weights * coupling * 2 * occupation) / 2
    return power, rate


# The energy-loss length is independent of energy; the mean free path is not l0
for energy in (0.2e-3 * e, 1e-3 * e, 8e-3 * e):
    for T in (5.0, 20.0):
        power, rate = golden_rule(energy, T)
        speed = np.sqrt(2 * energy / m)
        assert abs(energy * speed / power / l0 - 1) < 1e-9
        assert abs(speed / rate * kB * T / (2 * m * s**2) / l0 - 1) < 1e-9

# Mean chord of a unit sphere in a uniform parallel beam
chord = quad(lambda b: 2 * b * 2 * np.sqrt(1 - b * b), 0, 1)[0]
assert abs(chord - 4 / 3) < 1e-7

# Energy-diffusion flux from shell integrals of the golden-rule loss power
lag_x, lag_w = np.polynomial.laguerre.laggauss(16)


def diffusion_sigma(T):
    kT = kB * T
    resistance = 0.0
    for x, weight in zip(lag_x, lag_w):
        r_max = C / (x * kT)
        radii = r_max * (cos_nodes + 1) / 2
        kinetic = C / radii - x * kT
        shell = [4 * pi * r**2 * dos(en) * golden_rule(en, T)[0]
                 for r, en in zip(radii, kinetic)]
        B = np.sum(cos_weights * np.array(shell)) * r_max / 2
        resistance += weight / B
    free = lag_x * kT
    n_v = kT * np.sum(lag_w * dos(free) * np.sqrt(2 * free / m))
    return 1 / resistance / n_v


sig_diff = {T: diffusion_sigma(T) for T in (10.0, 20.0)}
for T in sig_diff:
    assert abs(sig_diff[T] / thomson(T) - 1) < 1e-6
slope_diff = np.log(sig_diff[20.0] / sig_diff[10.0]) / np.log(2)
assert abs(slope_diff + 3) < 1e-6


def dissipation(a, order=9, n_outer=160, n_inner=50):
    """Minimum of the dissipation form of the full phonon master equation.
    Escape probability is 1 above zero energy; trial form exp(-x)*polynomial."""
    go, wo = np.polynomial.legendre.leggauss(n_outer)
    gi, wi = np.polynomial.legendre.leggauss(n_inner)
    lo, hi = np.log(1e-5), np.log(80.0)
    low = np.exp(lo + (hi - lo) * (go + 1) / 2)[:, None]
    w_low = (wo * (hi - lo) / 2)[:, None] * low
    width = np.sqrt(8 * a * low)
    edges = [0 * low, low, low + 45]
    xs_low, xs_high, weights = [], [], []
    for left, right in zip(edges[:-1], edges[1:]):
        t1 = np.arcsinh((left - 2 * a) / width)
        t2 = np.arcsinh((right - 2 * a) / width)
        t = t1 + (t2 - t1) * (gi + 1) / 2
        delta = 2 * a + width * np.sinh(t)
        jac = width * np.cosh(t) * (t2 - t1) / 2 * wi
        radius = 1 / (low + (delta - 2 * a)**2 / (8 * a))
        kern = delta**2 / (-np.expm1(-delta)) * np.exp(low - delta)
        weights.append((w_low * jac * kern * radius**3).ravel())
        xs_low.append((low + 0 * delta).ravel())
        xs_high.append(np.maximum(low - delta, 0).ravel())
    xl, xh = np.concatenate(xs_low), np.concatenate(xs_high)
    root = np.sqrt(np.concatenate(weights))
    target = root * ((1 + xh) * np.exp(-xh) - (1 + xl) * np.exp(-xl))
    columns, factorial = [], 1.0
    for i in range(2, order + 1):
        factorial *= i
        col = root * (xh**i * np.exp(-xh) - xl**i * np.exp(-xl)) / factorial
        columns.append(col / np.linalg.norm(col))
    M = np.array(columns).T
    coef = np.linalg.lstsq(M, -target, rcond=None)[0]
    return np.sum((target + M @ coef)**2)


def master_sigma(T, sound, **options):
    kT = kB * T
    a = m * sound**2 / kT
    front = Ed**2 * m * kT**2 / (8 * pi * rho * sound**4 * hbar**4)
    return 4 * pi / 3 * (C / kT)**3 * front * dissipation(a, **options)


# Small phonon energy: the full master equation must return the law
soft = {T: master_sigma(T, s / 20) for T in (10.0, 20.0)}
for T in soft:
    assert abs(soft[T] / thomson(T) - 1) < 0.015
slope_soft = np.log(soft[20.0] / soft[10.0]) / np.log(2)
assert abs(slope_soft + 3) < 0.02

# Real sound speed: basis and quadrature convergence, then the table
temps = [5.0, 10.0, 20.0, 40.0]
full = {T: master_sigma(T, s) for T in temps}
small_basis = master_sigma(T0, s, order=6)
fine_grid = master_sigma(T0, s, n_outer=240, n_inner=75)
assert small_basis >= full[T0] * (1 - 1e-9)
assert abs(small_basis / full[T0] - 1) < 0.01
assert abs(fine_grid / full[T0] - 1) < 2e-3
assert abs(full[40.0] / thomson(40.0) - 1) < abs(full[10.0] / thomson(10.0) - 1)
slope_full = np.log(full[20.0] / full[10.0]) / np.log(2)

# Mass anisotropy: mean squared phonon wavevector on the ellipsoidal shell
cz, wz = np.polynomial.legendre.leggauss(8)
angles = 2 * pi * np.arange(8) / 8
Z, A = np.meshgrid(cz, angles, indexing="ij")
W = (np.repeat(wz[:, None], 8, axis=1) / 16).ravel()
vectors = np.array([np.sqrt(mt) * np.sqrt(1 - Z**2) * np.cos(A),
                    np.sqrt(mt) * np.sqrt(1 - Z**2) * np.sin(A),
                    np.sqrt(ml) * Z]).reshape(3, -1).T
q2 = np.sum((vectors[:, None, :] - vectors[None, :, :])**2, axis=2)
aniso = (W @ q2 @ W) / (2 * md)
m_shell = (ml + 2 * mt) / 3
assert abs(aniso - m_shell / md) < 1e-10

# Optical-phonon capture from near-zero total energy, classical estimate
kT0 = kB * T0


def optical_rate(energy):
    return pi * D_opt**2 * hbar / (rho * w_opt) * dos(energy - w_opt)


r_opt = C / w_opt
opt_int = r_opt * quad(lambda u: 4 * pi * (r_opt * u)**2 * dos(C / (r_opt * u))
                       * optical_rate(max(C / (r_opt * u), w_opt))
                       / dos(kT0), 0, 1)[0]
sig_opt = opt_int * kT0 / (np.sqrt(2 / m) * kT0**1.5)
K_opt = optical_rate(2 * w_opt) / np.sqrt(w_opt)
opt_formula = 16 * pi / 15 * K_opt * C**3 / w_opt**2 / (np.sqrt(2 / m) * kT0)
assert abs(sig_opt / opt_formula - 1) < 1e-6

# Example quantities
r_T = C / kT0
sigma = thomson(T0)
v_mean = np.sqrt(8 * kT0 / (pi * m))
coef_c = sigma * v_mean
mfp = np.sqrt(2 * kT0 / m) / golden_rule(kT0, T0)[1]
binding = m * C**2 / (2 * hbar**2)
bohr = hbar**2 / (m * C)
depth = binding / kT0
debye = np.sqrt(eps_r * sc.epsilon_0 * kT0 / (e**2 * n_carrier))
a0 = m * s**2 / kT0
a_shell = m_shell * sc.m_e * s**2 / kT0
ratio_shell = dissipation(a_shell) / (16 * a_shell**2)

print(f"longitudinal, transverse mass: {ml}, {mt} m_e")
print(f"density-of-states mass m_d: {md:.4f} m_e")
print(f"relative permittivity: {eps_r:.1f}")
print(f"mass density: {rho/1000:.3f} g/cm3; sound speed: {s/1000:.1f} km/s")
print(f"acoustic deformation constant: {Ed/e:.1f} eV")
print(f"temperature: {T0:.1f} K; kT: {kT0/e*1e3:.4f} meV")
print(f"Coulomb constant C: {C/e*1e9:.4f} eV nm")
print(f"energy-loss length l0: {l0*1e6:.2f} um")
print(f"momentum mean free path: {mfp*1e6:.3f} um")
print(f"Thomson radius C/kT: {r_T*1e9:.2f} nm")
print(f"mean chord / radius: {chord:.6f}")
print(f"mean chord / l0: {chord*r_T/l0:.3e}")
print(f"cross-section, law: {sigma*1e4:.3e} cm2 = {sigma*1e18:.2f} nm2")
print(f"same with C/r_T = 3kT/2: {sigma*(2/3)**3*1e4:.3e} cm2")
print(f"mean thermal speed: {v_mean*100:.3e} cm/s")
print(f"capture coefficient: {coef_c*1e6:.3e} cm3/s")
print(f"centre density: {N_centre/1e6:.1e} cm-3")
print(f"capture lifetime: {1/(N_centre*coef_c)*1e9:.1f} ns")
print(f"energy-diffusion result / law, 10 K: {sig_diff[10.0]/sigma:.8f}")
print(f"energy-diffusion exponent, 10-20 K: {slope_diff:.6f}")
print(f"master / law, sound speed/20, 10 K: {soft[10.0]/sigma:.5f}")
print(f"master exponent, sound speed/20: {slope_soft:.4f}")
print("T (K), ms2/kT, law (cm2), master (cm2), master/law:")
for T in temps:
    print(f"  {T:.0f}  {m*s**2/(kB*T):.4f}  {thomson(T)*1e4:.3e}  "
          f"{full[T]*1e4:.3e}  {full[T]/thomson(T):.4f}")
print(f"master exponent, true sound speed, 10-20 K: {slope_full:.3f}")
print(f"basis change 6 to 9, relative: {small_basis/full[T0]-1:.1e}")
print(f"grid refinement, relative: {fine_grid/full[T0]-1:.1e}")
print(f"largest phonon energy at kT / kT: {np.sqrt(8*a0):.3f}")
print(f"same along the heavy axis: {np.sqrt(8*ml/md*a0):.3f}")
print(f"shell-mean mass: {m_shell:.4f} m_e")
print(f"master/law with shell-mean mass (estimate): {ratio_shell:.3f}")
print(f"anisotropy factor on capture coefficient: {aniso:.3f}")
print(f"optical phonon energy: {w_opt/e*1e3:.1f} meV")
print(f"optical coupling: {D_opt/e/100:.1e} eV/cm")
print(f"optical capture radius: {r_opt*1e9:.2f} nm")
print(f"optical capture estimate: {sig_opt*1e4:.3e} cm2")
print(f"optical estimate / law: {sig_opt/sigma:.4f}")
print(f"hydrogenic binding energy: {binding/e*1e3:.2f} meV")
print(f"effective Bohr radius: {bohr*1e9:.2f} nm")
print(f"binding energy / kT: {depth:.2f}")
print(f"escape probability at that depth: {(1+depth)*np.exp(-depth):.2e}")
print(f"level number at binding kT: {np.sqrt(depth):.2f}")
print(f"level spacing there / kT: {2/np.sqrt(depth):.3f}")
print(f"centre spacing N^(-1/3): {N_centre**(-1/3)*1e9:.0f} nm")
print(f"carrier density: {n_carrier/1e6:.1e} cm-3")
print(f"Debye length: {debye*1e6:.2f} um")
print("tests ok")
```

Running it gives:

```
longitudinal, transverse mass: 1.59, 0.082 m_e
density-of-states mass m_d: 0.2203 m_e
relative permittivity: 16.0
mass density: 5.323 g/cm3; sound speed: 5.0 km/s
acoustic deformation constant: 10.0 eV
temperature: 10.0 K; kT: 0.8617 meV
Coulomb constant C: 0.0900 eV nm
energy-loss length l0: 49.85 um
momentum mean free path: 3.623 um
Thomson radius C/kT: 104.44 nm
mean chord / radius: 1.333333
mean chord / l0: 2.793e-03
cross-section, law: 9.572e-13 cm2 = 95.72 nm2
same with C/r_T = 3kT/2: 2.836e-13 cm2
mean thermal speed: 4.186e+06 cm/s
capture coefficient: 4.006e-06 cm3/s
centre density: 1.0e+12 cm-3
capture lifetime: 249.6 ns
energy-diffusion result / law, 10 K: 1.00000000
energy-diffusion exponent, 10-20 K: -3.000000
master / law, sound speed/20, 10 K: 0.99893
master exponent, sound speed/20: -2.9993
T (K), ms2/kT, law (cm2), master (cm2), master/law:
  5  0.0727  7.657e-12  5.929e-12  0.7742
  10  0.0363  9.572e-13  8.209e-13  0.8576
  20  0.0182  1.196e-13  1.093e-13  0.9133
  40  0.0091  1.496e-14  1.419e-14  0.9486
master exponent, true sound speed, 10-20 K: -2.909
basis change 6 to 9, relative: 1.1e-05
grid refinement, relative: 3.8e-13
largest phonon energy at kT / kT: 0.539
same along the heavy axis: 1.448
shell-mean mass: 0.5847 m_e
master/law with shell-mean mass (estimate): 0.731
anisotropy factor on capture coefficient: 2.654
optical phonon energy: 37.0 meV
optical coupling: 5.0e+08 eV/cm
optical capture radius: 2.43 nm
optical capture estimate: 2.427e-14 cm2
optical estimate / law: 0.0254
hydrogenic binding energy: 11.71 meV
effective Bohr radius: 3.84 nm
binding energy / kT: 13.59
escape probability at that depth: 1.83e-05
level number at binding kT: 3.69
level spacing there / kT: 0.543
centre spacing N^(-1/3): 1000 nm
carrier density: 1.0e+10 cm-3
Debye length: 8.73 um
tests ok
```
